# Why rms roughness alone does not decide whether wafers bond

Press two wafers together so that a small corrugation between them disappears. Let the gap have rms height $\sigma$ and one lateral wavelength $\lambda$, and let $E^*$ be an elastic modulus of the pair. In linear elasticity, doubling every height doubles both displacements and stresses, so the stored energy per area $U$ is proportional to $\sigma^2$. A modulus times a length is an energy per area, so $E^*\sigma^2$ must still be divided by a length. For thick wafers the one length left is $\lambda$:

$$U=c\,\frac{E^*\sigma^2}{\lambda},$$

with $c$ a pure number. Two surfaces of equal rms height but different wavelength therefore need different energies to close their gaps.

## The belief and its appeal

The belief is that wafers bond when their rms roughness is below some limit, and fail to bond above it. It has a sound core. Surfaces made by one polishing process may have lateral spectra of similar shape. Among them, with stiffness and surface chemistry also fixed, $U$ varies as $\sigma^2$, and a limit on $\sigma$ separates surfaces whose closing energy adhesion can repay from those where it cannot. The error is to carry that limit over to surfaces with another spectrum.

"Bonded" here means that the gaps are closed. Crests that touch always stick a little in the model below, and that is a weaker condition. I assume small slopes, identical isotropic elastic wafers much thicker than $\lambda$, no net load, no trapped gas, and at first an attraction of negligible range.

## The cost of closing one wave

Let $z$ point into one wafer, and load its surface with the pressure $p_0\cos qx$ without shear. The Airy stress function

$$\phi=\frac{p_0}{q^2}(1+qz)e^{-qz}\cos qx$$

is biharmonic and gives

$$\sigma_{zz}=\partial_x^2\phi=-p_0(1+qz)e^{-qz}\cos qx,$$
$$\sigma_{xx}=\partial_z^2\phi=-p_0(1-qz)e^{-qz}\cos qx.$$

The shear stress $-\partial_x\partial_z\phi$ is proportional to $z$ and vanishes at the surface, as required. With Young modulus $E$ and Poisson ratio $\nu$, plane strain gives

$$\varepsilon_{zz}=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{zz}-\nu\sigma_{xx}\right]
=-\frac{(1+\nu)p_0}{E}(1-2\nu+qz)e^{-qz}\cos qx.$$

The displacement vanishes at great depth, so its surface value is $-\int_0^\infty\varepsilon_{zz}\,dz$. Both $\int_0^\infty e^{-qz}dz$ and $\int_0^\infty qz\,e^{-qz}dz$ equal $1/q$, hence

$$u_z(0)=\frac{(1+\nu)(2-2\nu)p_0}{Eq}\cos qx=\frac{2(1-\nu^2)}{E}\,\frac{p_0}{q}\cos qx.$$

The opposite wafer recedes equally. By mirror symmetry the tangential displacements of the two faces match, so no shear traction arises even if the faces stick. With $1/E^*=2(1-\nu^2)/E$, the change of gap $v$ has amplitude

$$v_q=\frac{2p_q}{E^*q}.$$

Let the initial gap be $g_0=A(1-\cos kx)$, with $k=2\pi/\lambda$ and $\sigma^2=A^2/2$. Closure requires $v=A\cos kx$ apart from a uniform approach, and so the pressure $p^*\cos kx$ with $p^*=E^*kA/2$. Negative pressure means tension. The uniform approach does no work, since the mean load is zero. The energy of a linear body is half of force times displacement, and the mean of $\cos^2kx$ is $1/2$:

$$U=\tfrac12\langle pv\rangle=\tfrac14p^*A=\frac{E^*kA^2}{8}=\frac{\pi E^*\sigma^2}{2\lambda}.$$

Thus $c=\pi/2$. Short waves cost more because the same height is accommodated within a shallower layer, of depth about $1/k$, at larger strain.

For several waves the cross terms average to zero. A wave of amplitude $a_j$ and variance $\sigma_j^2=a_j^2/2$ contributes $E^*q_ja_j^2/8$, so

$$U=\frac{E^*}{4}\sum_jq_j\sigma_j^2 .$$

Height variance gives all wavelengths equal weight, while elastic energy weights them by $q$. Rms slope is no substitute. For one wave it is $m=k\sigma$, and inserting $\sigma=m\lambda/2\pi$ gives $U=E^*m^2\lambda/(8\pi)$, which at fixed slope grows with wavelength.

## Does a favourable energy suffice?

Let $W$ be the work of adhesion, the energy per area released when flat surfaces join. If $W>U$, the closed state lies below complete separation. The wafers may nevertheless stop in between, with strips of half-width $a$ in contact around the crests. Finding that out requires the elastic energy along the path.

Write the zero-mean pressure as $p=\sum_{n\ge1}p_n\cos nkx$ and define $\Phi(\zeta)=\sum_n p_ne^{ink\zeta}$, analytic for ${\rm Im}\,\zeta>0$. On the real axis ${\rm Re}\,\Phi=p$. Differentiating $v=\sum_n(2p_n/E^*nk)\cos nkx$ gives ${\rm Im}\,\Phi=-E^*v'/2$. There are three conditions:

- In contact the gap is zero, so $v'=-g_0'=-kA\sin kx$ and ${\rm Im}\,\Phi=p^*\sin kx$.
- Outside contact ${\rm Re}\,\Phi=0$.
- Zero mean load requires $\Phi\to0$ far up the imaginary axis.

With $\theta=k\zeta/2$, $\psi=ka/2$ and $S=\sin\psi$, they are met by

$$\Phi=p^*\left[\frac{\cos\theta\,(S^2-2\sin^2\theta)}{\sqrt{S^2-\sin^2\theta}}+i\sin2\theta\right].$$

On the real axis the last term is imaginary and equals $ip^*\sin kx$. The first term is real in contact, where the root is positive, and imaginary outside. At $\theta=i\eta$ with large $\eta$, the first term tends to $2\sinh\eta\cosh\eta=\sinh2\eta$ and the second is $-\sinh2\eta$, so they cancel. Adding a multiple of $\cos\theta/\sqrt{S^2-\sin^2\theta}$ would add a net load, and stronger edge singularities would have infinite energy.

With $s=\sin(kx/2)$, the contact pressure is therefore

$$p=p^*\cos\frac{kx}{2}\,\frac{S^2-2s^2}{\sqrt{S^2-s^2}} .$$

Outside, just above the real axis, the root becomes $-i\sqrt{s^2-S^2}$ for $a<x<\lambda-a$. Using $2p^*/E^*=kA$,

$$g'=g_0'+v'=kA\cos\frac{kx}{2}\,\frac{2s^2-S^2}{\sqrt{s^2-S^2}} .$$

This is positive from the contact edge to the trough, so the faces do not overlap.

For the energy, $v$ equals $A\cos kx$ plus a constant wherever $p\neq0$, and the constant drops out. Since $\cos kx=1-2s^2$ and $\langle p\rangle=0$,

$$U_{\rm el}=\tfrac12A\langle p\cos kx\rangle=-A\langle ps^2\rangle .$$

From $\cos(kx/2)\,dx=2\,ds/k$ and $2/(k\lambda)=1/\pi$,

$$\langle ps^2\rangle=\frac{p^*}{\pi}\int_{-S}^{S}\frac{S^2s^2-2s^4}{\sqrt{S^2-s^2}}\,ds .$$

The substitution $s=S\sin t$ gives $\pi S^2/2$ for the integral with $s^2$ and $3\pi S^4/8$ for that with $s^4$. Hence

$$\langle ps^2\rangle=p^*\left(\frac{S^4}{2}-\frac{3S^4}{4}\right)=-\frac{p^*S^4}{4},\qquad U_{\rm el}=\frac{p^*A}{4}S^4=US^4 .$$

The contact fraction is $f=2a/\lambda$, so $\psi=\pi f/2$. The total energy relative to separation is

$$F(f)=U\sin^4\frac{\pi f}{2}-Wf,\qquad \frac{dF}{df}=2\pi U\sin^3\psi\cos\psi-W .$$

At small $f$ the slope is negative, which is why crests stick. Closure without a barrier needs a negative slope all the way. Setting the derivative of $\sin^3\psi\cos\psi$ to zero gives $\tan^2\psi=3$, so $\psi=60^\circ$ and the maximum is $3\sqrt3/16$. The condition is

$$W>\frac{3\sqrt3\,\pi}{8}\,U\approx2.04\,U .$$

Between these limits lies another threshold. The closed state is the lowest of all if $F(1)\le F(f)$ for every $f$, that is, if $U(1-\sin^4\psi)\le W(1-f)$. Numerical minimization of $(1-f)/(1-\sin^4\psi)$ turns this into $W\ge1.50\,U$.

## Same roughness, three outcomes

Take $E=150$ GPa, $\nu=0.20$ and $W=0.10$ J/m², rough values for silicon wafers joined at room temperature through water-bearing surfaces. Then $E^*=156.25/2=78.1$ GPa. One wafer is flat and the other has $\sigma=2.0$ nm. At $\lambda=2$ µm,

$$U=\frac{\pi(78.1\times10^9)(2.0\times10^{-9})^2}{2(2\times10^{-6})}\ {\rm J/m^2}=0.245\ {\rm J/m^2}.$$

At 8 µm this falls to 0.061 J/m², and at 20 µm to 0.025 J/m². In terms of wavelength, with $\sigma$, $E^*$ and $W$ fixed, closed gaps beat separation above

$$\lambda=\frac{\pi E^*\sigma^2}{2W}=4.9\ \text{µm}.$$

They are the lowest state above 7.4 µm and form without a barrier above 10.0 µm. The three surfaces behave differently:

- **2 µm:** closing costs more than adhesion repays. Contact stops at a fraction of 0.27.
- **8 µm:** the closed state is lowest, but contact starting at the crests stops at 0.51. A barrier of 4.9 mJ/m² separates it from closure. Over a patch of area $\lambda^2$ crossing as a whole, this is about $8\times10^7\,k_BT$ at 295 K. Pressing can take the pair across, but in this model it needs a mean pressure of about 7 MPa, or some 500 kN over a whole 300 mm wafer. The energy of a smaller closing nucleus was not calculated.
- **20 µm:** no partial equilibrium exists, and the gap closes by itself.

A fourth surface, also of 2.0 nm rms, has half its variance at 2 µm and half at 20 µm. It costs $(0.245+0.025)/2=0.135$ J/m², more than $W$. The short wave supplies ten elevenths of that energy from half of the variance.

## Where short-range adhesion matters

An attraction of zero range can bear unlimited stress, so the formula for $F$ makes even the closed 2 µm gap locally stable. A finite range $r$ removes this artefact. With interface energy $-W(1+g/r)e^{-g/r}$, the attractive stress is $(Wg/r^2)e^{-g/r}$, greatest at $g=r$, where it is $W/(er)$. For $r=0.2$ nm this is 184 MPa. Holding the 2 µm gap shut needs a peak tension $p^*=347$ MPa, so it reopens; the 8 µm gap needs 87 MPa.

Numerical relaxation with this law, counting gaps below $r$ as contact, reaches the end states expected from the short-range theory and the stress limit. For $r=0.2$ nm, the 2 µm surface ends at a contact fraction of 0.27 from either an open or a closed start. The 8 µm surface ends at 0.51 from the open start and stays shut from the closed one. The 20 µm surface closes from both. With $r=0.4$ nm the pattern is the same, with partial contact fractions of about 0.3 and 0.52. Comparing the stress limit with $p^*$ is only a guide, because the interface itself stretches. At this range the shut 8 µm gap carries a peak tension of 79 MPa rather than 87 MPa, against a limit of 92 MPa, and it still stays shut at $r=0.5$ nm, where the limit is 74 MPa. A longer range removes the closed state there: with $r=0.7$ nm the same relaxation ends at a contact fraction of 0.63 from either start, while the 20 µm surface still closes. Water layers between the wafers may extend the attraction this far, so the two possible end states at 8 µm hold only for a short-range attraction.

## Real wafers

An rms height of 2 nm is far above that of a well-polished bonding wafer, which is roughly a few tenths of a nanometre or less. The threshold wavelengths scale as $\sigma^2$ and so are much shorter for such wafers, but their heights are then comparable with the range of attraction, and the short-range theory becomes unreliable. Real surfaces also contain many wavelengths; the mixed surface shows that this can raise $U$ more than fivefold over the pure 20 µm wave at the same rms. Silicon's anisotropy matters less. With rough cubic stiffnesses, the plane modulus is 163 or 167 GPa for waves along [100] or [110], which raises the thresholds by 4 to 5 or about 7 per cent relative to the isotropic value. Cleaning and annealing can change $W$, and the thresholds vary as $1/W$. Trapped gas and capillary flow of water are not estimated here.

The opposite extreme is wafer bow, for which $\lambda$ far exceeds the thickness $t$ and the half-space formula no longer applies. A spherical bow of height $b=50$ µm on a wafer of radius $R=150$ mm has curvature $\kappa=2b/R^2$ in both directions. Flattening it costs, in bending alone,

$$\tfrac12D(\kappa^2+\kappa^2+2\nu\kappa^2)=D(1+\nu)\kappa^2,\qquad D=\frac{Et^3}{12(1-\nu^2)} .$$

For $t=775$ µm this is 0.14 mJ/m², about 0.1 per cent of $W$. That is the cost against a rigid flat; if two equal wafers share the bending, each takes half the change of curvature and the total falls to 0.07 mJ/m². A departure from flatness of tens of micrometres can thus cost far less than a 2 nm ripple of short wavelength.

A roughness specification for bonding therefore needs the height spectrum over the relevant wavelengths, together with $E^*$ and $W$. For the comparison of $U$ with $W$, an rms limit can stand in for them when the spectral shape, stiffness and surface treatment are held fixed. Whether gaps close without a barrier was worked out here only for a single wave of parallel ridges; with several waves or directions, that threshold may also depend on how they are arranged. The remaining figures are in the numerical output below.

## Computed results

```
Young modulus 150 GPa, Poisson ratio 0.20
plane modulus E/(1-nu^2): 156.25 GPa
same from depth solution: 156.25 GPa
contact modulus Estar: 78.12 GPa
work of adhesion W: 0.100 J/m^2
rms gap 2.00 nm, amplitude 2.828 nm
lambda 2 um: U = 0.2454 J/m^2, U/W = 2.454
  peak stress 347.1 MPa, max slope 0.00889
  W for barrier-free closure 0.5008 J/m^2
  contact fraction: stable 0.272, barrier top 0.958
lambda 8 um: U = 0.0614 J/m^2, U/W = 0.614
  peak stress 86.8 MPa, max slope 0.00222
  W for barrier-free closure 0.1252 J/m^2
  contact fraction: stable 0.512, barrier top 0.807
lambda 20 um: U = 0.0245 J/m^2, U/W = 0.245
  peak stress 34.7 MPa, max slope 0.00089
  W for barrier-free closure 0.0501 J/m^2
  no partial-contact equilibrium
mixed 2+20 um surface: rms 2.00 nm, U = 0.1350 J/m^2
mixed surface, real-space kernel: 0.1350 J/m^2
contact fraction 0.25: energy/U solved 0.0214, formula 0.0214
contact fraction 0.50: energy/U solved 0.2500, formula 0.2500
contact fraction 0.75: energy/U solved 0.7286, formula 0.7286
steepest slope/U: solved 2.0385, formula 2.0405
lowest-state factor W/U: 1.5010
min lambda, closed below separated: 4.91 um
min lambda, closed is lowest state: 7.37 um
min lambda, closes without barrier: 10.02 um
barrier at 8 um: 4.891 mJ/m^2
barrier on one lambda^2 patch at 295 K: 7.69e+07 kT
finite range: fraction with gap below range, by starting state
  range 0.2 nm, lambda 2 um: open 0.273, closed 0.273
  range 0.2 nm, lambda 8 um: open 0.513, closed 1.000
  range 0.2 nm, lambda 20 um: open 1.000, closed 1.000
  peak adhesive stress 183.9 MPa
  range 0.4 nm, lambda 2 um: open 0.294, closed 0.294
  range 0.4 nm, lambda 8 um: open 0.518, closed 1.000
  range 0.4 nm, lambda 20 um: open 1.000, closed 1.000
  peak adhesive stress 92.0 MPa
cubic stiffnesses used: 166, 64, 80 GPa
cubic plane modulus: [100] 163.3 GPa, [110] 167.4 GPa
wafer thickness 775 um; longest lambda/thickness 0.0258
stiffness ratio to half-space at lambda=thickness: 0.9994
bow 50 um, wafer radius 150 mm: 0.144 mJ/m^2
```
